# Step capture versus surfactant exchange of adatoms on a terrace: a numerical check

```python
"""
Result under test: adatoms deposited uniformly between two perfectly absorbing
steps reach a step before irreversible surfactant exchange with probability
    f = tanh(a)/a,   a = L/(2*lam),   lam = sqrt(D/k).
L: terrace width, D: adatom diffusion coefficient, k: exchange rate,
F: deposition flux, n: adatom density, p: probability of reaching a step first.
Lengths are in nm, times in s, energies in eV unless a label says otherwise.
One monolayer (ML) is one atom per site of the triangular surface lattice.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.special import k0, k1


def step_fraction(a):
    return np.tanh(a) / a


def solve_rows(source, hop, loss, left=1.0, right=1.0):
    """Solve the steady balance on interior rows between two steps.

    hop: rate to each adjacent row; left, right: factors on the hop into a step.
    """
    count = len(source)
    bands = np.zeros((3, count))
    bands[0, 1:] = -hop
    bands[2, :-1] = -hop
    bands[1] = 2 * hop + loss
    bands[1, 0] += hop * (left - 1)
    bands[1, -1] += hop * (right - 1)
    return solve_banded((1, 1), bands, source)


def hitting_probability(rows, hop, loss, left=1.0, right=1.0):
    source = np.zeros(rows - 1)
    source[0] += hop * left
    source[-1] += hop * right
    return solve_rows(source, hop, loss, left, right)


def lattice_fraction(rows, hop, loss, left=1.0, right=1.0):
    """Average over one period; an atom landing on the step row counts as 1."""
    p = hitting_probability(rows, hop, loss, left, right)
    return (1 + p.sum()) / rows


# Density, step flux, exchange count and hitting probability, with D = k = F = 1
grid = 4000
worst_flux_error = 0.0
for a_test in (0.3, 1.0, 3.0, 8.0):
    width = 2 * a_test
    dx = width / grid
    x = -width / 2 + dx * np.arange(1, grid)
    density = solve_rows(np.ones(grid - 1), 1 / dx**2, 1.0)
    profile = 1 - np.cosh(x) / np.cosh(a_test)
    assert np.max(np.abs(density - profile)) < 1e-5
    flux_left = (4 * density[0] - density[1]) / (2 * dx)
    flux_right = (4 * density[-1] - density[-2]) / (2 * dx)
    reached = (flux_left + flux_right) / width
    exchanged = density.sum() * dx / width
    worst_flux_error = max(worst_flux_error,
                           abs(reached - step_fraction(a_test)))
    assert abs(reached - step_fraction(a_test)) < 1e-5
    assert abs(exchanged - (1 - step_fraction(a_test))) < 1e-5
    p = hitting_probability(grid, 1 / dx**2, 1.0)
    assert np.max(np.abs(p - np.cosh(x) / np.cosh(a_test))) < 1e-5

# Small-a limit: mean escape time without exchange, and the resulting loss
width = 0.2
dx = width / grid
escape = solve_rows(np.ones(grid - 1), 1 / dx**2, 0.0).sum() / grid
assert abs(escape / (width**2 / 12) - 1) < 1e-5
small_loss = 1 - lattice_fraction(grid, 1 / dx**2, 1.0)
assert abs(small_loss / escape - 1) < 0.01   # next order is 0.4 a^2

# Large-a limit: the collected fraction approaches 1/a
dx = 24.0 / grid
assert abs(12.0 * lattice_fraction(grid, 1 / dx**2, 1.0) - 1) < 1e-3

# One reflecting step; the row grid places the wall to within half a row
dx = 2.8 / grid
one_sided = lattice_fraction(grid, 1 / dx**2, 1.0, right=0.0)
assert abs(one_sided - step_fraction(2.8)) < 1e-3

# A deposition pulse: totals must give the same fraction as steady deposition
pulse_rows, pulse_width = 100, 3.0
dx = pulse_width / pulse_rows
pulse_hop = 1 / dx**2


def pulse_rates(time, state):
    row = state[:-2]
    flux = np.exp(-((time - 3.0) / 0.5)**2)
    change = flux - (2 * pulse_hop + 1.0) * row
    change[1:] += pulse_hop * row[:-1]
    change[:-1] += pulse_hop * row[1:]
    arrivals = flux + pulse_hop * (row[0] + row[-1])
    return np.concatenate((change, [arrivals, flux * pulse_rows]))


pulse = solve_ivp(pulse_rates, (0, 25), np.zeros(pulse_rows + 1),
                  method="LSODA", rtol=1e-7, atol=1e-10, max_step=0.1)
assert pulse.success
pulse_fraction = pulse.y[-2, -1] / pulse.y[-1, -1]
assert abs(pulse_fraction - step_fraction(1.5)) < 5e-4

# Example: rough model barriers for Si on Sb-terminated Si(111)
kB = constants.k / constants.e
T = 500.0
prefactor = 1e13
E_diff, E_exch, E_back = 0.5, 0.8, 1.6
flux_ML, dose_ML = 0.01, 1e-4
rows = 54
cell = constants.value("lattice parameter of silicon") * 1e9
spacing = cell / np.sqrt(2)
row_gap = spacing * np.sqrt(3) / 2
site_area = spacing * row_gap
L = rows * row_gap
bilayer = cell / np.sqrt(3)
miscut = np.degrees(np.arctan(bilayer / L))

hop_total = prefactor * np.exp(-E_diff / (kB * T))
k = prefactor * np.exp(-E_exch / (kB * T))
D = hop_total * spacing**2 / 4
lam = np.sqrt(D / k)
a = L / (2 * lam)
f = step_fraction(a)
lifetime = (1 - f) / k


def example_fraction(temperature, barrier_gap):
    length = spacing / 2 * np.exp(barrier_gap / (2 * kB * temperature))
    return step_fraction(L / (2 * length))


assert abs(example_fraction(T, E_exch - E_diff) - f) < 1e-10

# Diffusion tensor from the six hop vectors
angles = np.arange(6) * np.pi / 3
hops = spacing * np.column_stack((np.cos(angles), np.sin(angles)))
tensor = hop_total / 6 * hops.T @ hops / 2
assert np.allclose(tensor, D * np.eye(2), rtol=1e-10, atol=1e-10 * D)

# Random walks on the triangular lattice, followed by row number
rng = np.random.default_rng(12345)
walkers = 40000
position = rng.integers(0, rows, walkers)
arrived = np.count_nonzero(position == 0)
position = position[position > 0]
row_change = np.array([0, 0, 1, 1, -1, -1])
events = 0
while position.size:
    events += position.size
    survives = rng.random(position.size) >= k / (hop_total + k)
    position = position[survives]
    position = position + row_change[rng.integers(0, 6, position.size)]
    at_step = (position == 0) | (position == rows)
    arrived += np.count_nonzero(at_step)
    position = position[~at_step]
walk_fraction = arrived / walkers
walk_error = np.sqrt(walk_fraction * (1 - walk_fraction) / walkers)
walk_lifetime = events / walkers / (hop_total + k)
assert abs(walk_fraction - f) < 4 * walk_error
assert abs(walk_lifetime / lifetime - 1) < 0.03   # sampling error below 1%

# Discrete rows and imperfect attachment at the steps
row_hop = hop_total / 3
f_rows = lattice_fraction(rows, row_hop, k)
assert abs(f_rows - f) < 1e-3
E_step = 0.1
slow = np.exp(-E_step / (kB * T))
f_slow = lattice_fraction(rows, row_hop, k, slow, slow)
f_reflect = step_fraction(2 * a)

# Capture number of an exchanged atom: radial diffusion with exchange loss
z = spacing / lam
capture = 2 * np.pi * z * k1(z) / k0(z)
u = np.linspace(np.log(z), np.log(30.0), 20001)
du = u[1] - u[0]
weight = np.exp(2 * u[1:-1])
bands = np.zeros((3, len(weight)))
bands[0, 1:] = -1 / du**2
bands[2, :-1] = -1 / du**2
bands[1] = 2 / du**2 + weight
source = weight.copy()
source[-1] += 1 / du**2
radial = solve_banded((1, 1), bands, source)
capture_numeric = 2 * np.pi * (4 * radial[0] - radial[1]) / (2 * du)
assert abs(capture_numeric / capture - 1) < 1e-4

# Sizes of further neglected effects
exchanged_density = (1 - f) * dose_ML / site_area
sink_ratio = capture * exchanged_density * lam**2
f_sinks = step_fraction(a * np.sqrt(1 + sink_ratio))
dose_ten_percent = 0.1 * dose_ML / sink_ratio
dose_time = dose_ML / flux_ML
k_back = prefactor * np.exp(-E_back / (kB * T))
back_probability = -np.expm1(-k_back * dose_time)
peak_ML = flux_ML / k * (1 - 1 / np.cosh(a))
encounters = 2 * D * capture * peak_ML / site_area * lifetime
step_drift = flux_ML * L**2 / D
relaxation = 1 / (k + np.pi**2 * D / L**2)

print(f"Temperature: {T:.0f} K; thermal energy: {kB*T:.5f} eV")
print(f"Diffusion barrier: {E_diff:.2f} eV; exchange barrier: {E_exch:.2f} eV")
print(f"Reverse-exchange barrier: {E_back:.2f} eV")
print(f"Common rate prefactor: {prefactor:.1e} 1/s")
print(f"Surface site spacing b: {spacing:.4f} nm; row gap: {row_gap:.4f} nm")
print(f"Area per site: {site_area:.4f} nm^2")
print(f"Bilayer step height: {bilayer:.4f} nm; miscut: {miscut:.3f} degrees")
print(f"Rows per terrace: {rows}; terrace width L: {L:.3f} nm")
print(f"Total hop rate: {hop_total:.4e} 1/s")
print(f"Exchange rate k: {k:.4e} 1/s; 1/k: {1e6/k:.3f} microseconds")
print(f"Diffusion coefficient D: {D:.4e} nm^2/s = {D*1e-14:.4e} cm^2/s")
print(f"Diffusion length lam: {lam:.4f} nm")
print(f"Ratio a: {a:.4f}; tanh(a): {np.tanh(a):.4f}")
print(f"Fraction reaching steps f: {f:.4f}; exchanging: {1-f:.4f}")
print(f"Hitting probability from terrace centre: {1/np.cosh(a):.4f}")
print(f"Small-a estimate 1-a^2/3: {1-a*a/3:.4f}; large-a 1/a: {1/a:.4f}")
print(f"Mean adatom lifetime: {lifetime*1e6:.3f} microseconds")
print(f"Random-walk fraction: {walk_fraction:.4f} +/- {walk_error:.4f}")
print(f"Random-walk lifetime: {walk_lifetime*1e6:.3f} microseconds")
print(f"Number of random walkers: {walkers}")
print(f"Largest error of finite-difference step flux: {worst_flux_error:.1e}")
print(f"Pulse test at a=1.5: {pulse_fraction:.5f};"
      f" formula: {step_fraction(1.5):.5f}")
for other_T in (450.0, 550.0):
    print(f"f at {other_T:.0f} K:"
          f" {example_fraction(other_T, E_exch-E_diff):.4f}")
for gap in (0.25, 0.35):
    print(f"f at 500 K for barrier difference {gap:.2f} eV:"
          f" {example_fraction(T, gap):.4f}")
print(f"f on discrete atomic rows: {f_rows:.5f}; continuum: {f:.5f}")
print(f"Extra step barrier: {E_step:.2f} eV; hop factor: {slow:.4f}")
print(f"f with this barrier at both steps: {f_slow:.4f}")
print(f"f with one reflecting step: {f_reflect:.4f}")
print(f"Flux: {flux_ML:.3f} ML/s; dose: {dose_ML:.1e} ML")
print(f"Dose duration: {dose_time:.4f} s")
print(f"Capture number of an exchanged atom: {capture:.4f}")
print(f"Exchanged-atom density after dose: {exchanged_density:.3e} 1/nm^2")
print(f"Capture by exchanged atoms / exchange rate: {sink_ratio:.4f}")
print(f"f at end of dose with these sinks: {f_sinks:.4f}")
print(f"Dose at which sinks add 10% to loss: {dose_ten_percent:.2e} ML")
print(f"Reverse-exchange rate: {k_back:.3e} 1/s; 1/rate: {1/k_back:.0f} s")
print(f"Reverse-exchange probability during dose: {back_probability:.2e}")
print(f"Peak adatom coverage: {peak_ML:.3e} ML")
print(f"Estimated encounters per adatom: {encounters:.2e}")
print(f"Step-motion ratio F*L^2/D (F in ML/s): {step_drift:.2e}")
print(f"Start-up relaxation time: {relaxation*1e6:.3f} microseconds")
print("success")
```

Running it gives:

```
Temperature: 500 K; thermal energy: 0.04309 eV
Diffusion barrier: 0.50 eV; exchange barrier: 0.80 eV
Reverse-exchange barrier: 1.60 eV
Common rate prefactor: 1.0e+13 1/s
Surface site spacing b: 0.3840 nm; row gap: 0.3326 nm
Area per site: 0.1277 nm^2
Bilayer step height: 0.3136 nm; miscut: 1.000 degrees
Rows per terrace: 54; terrace width L: 17.959 nm
Total hop rate: 9.1248e+07 1/s
Exchange rate k: 8.6368e+04 1/s; 1/k: 11.578 microseconds
Diffusion coefficient D: 3.3643e+06 nm^2/s = 3.3643e-08 cm^2/s
Diffusion length lam: 6.2412 nm
Ratio a: 1.4388; tanh(a): 0.8934
Fraction reaching steps f: 0.6210; exchanging: 0.3790
Hitting probability from terrace centre: 0.4492
Small-a estimate 1-a^2/3: 0.3100; large-a 1/a: 0.6950
Mean adatom lifetime: 4.388 microseconds
Random-walk fraction: 0.6204 +/- 0.0024
Random-walk lifetime: 4.387 microseconds
Number of random walkers: 40000
Largest error of finite-difference step flux: 7.5e-07
Pulse test at a=1.5: 0.60349; formula: 0.60343
f at 450 K: 0.7694
f at 550 K: 0.4873
f at 500 K for barrier difference 0.25 eV: 0.3845
f at 500 K for barrier difference 0.35 eV: 0.8282
f on discrete atomic rows: 0.62118; continuum: 0.62098
Extra step barrier: 0.10 eV; hop factor: 0.0982
f with this barrier at both steps: 0.4416
f with one reflecting step: 0.3453
Flux: 0.010 ML/s; dose: 1.0e-04 ML
Dose duration: 0.0100 s
Capture number of an exchanged atom: 2.1468
Exchanged-atom density after dose: 2.968e-04 1/nm^2
Capture by exchanged atoms / exchange rate: 0.0248
f at end of dose with these sinks: 0.6158
Dose at which sinks add 10% to loss: 4.03e-04 ML
Reverse-exchange rate: 7.460e-04 1/s; 1/rate: 1341 s
Reverse-exchange probability during dose: 7.46e-06
Peak adatom coverage: 6.378e-08 ML
Estimated encounters per adatom: 3.17e-05
Step-motion ratio F*L^2/D (F in ML/s): 9.59e-07
Start-up relaxation time: 5.282 microseconds
success
```
